Why a random alloy has a nonzero Madelung energy

**Question**

I am modelling a random substitutional alloy A₁₋ₓBₓ on an fcc lattice. The two species exchange some charge, so the sites carry charges Q_i. My argument is that every site sees the same average surroundings, the average charge is zero, and different sites are occupied independently. The charge-charge average should then factorise and vanish, leaving no Madelung energy. Yet large random supercells give a clearly negative electrostatic energy, and a plot of site potential against site charge falls on two nearly straight lines, one per species. Is this a finite-size artefact? If not, where does my argument fail, and why the straight lines?

**Answer**

Your argument fails at one step: independent occupations do not imply independent charges. If the charge of an atom depends on its neighbours, two nearby atoms have charges that depend on some of the same occupations.

**Where the zero is correct**

Let S_i = +1 for B and −1 for A, and let s_i = S_i − ⟨S⟩. In a random alloy the s_i are independent, with zero mean and variance

σ² = 1 − ⟨S⟩² = 1 − (2x − 1)² = 4x(1 − x).

I treat the sites as point charges on an undistorted lattice and use units with 1/(4πε₀) = 1. The Madelung energy per site is

E_M/N = ½ Σ_{j≠0} ⟨Q₀Q_j⟩/R_j.

Suppose first that charge depends on species alone. Neutrality then requires Q_i = q s_i, so ⟨Q₀Q_j⟩ = q²⟨s₀⟩⟨s_j⟩ = 0 for j ≠ 0, and the energy is zero. That is your result, and charges set by species alone are sufficient for it.

**Charges that count neighbours**

Now take a charge proportional to the number n_i of unlike nearest neighbours:

Q_i = λ Σ_k (S_i − S_k) = 2λ n_i S_i,

where k runs over the 12 nearest neighbours. A like neighbour contributes zero and an unlike one contributes 2S_i, which gives the second form. The mean ⟨S⟩ cancels in each difference, so

Q_i = λ(12 s_i − Σ_k s_k) = λ Σ_j L_ij s_j.

The matrix L has 12 on the diagonal, −1 between nearest neighbours and 0 elsewhere. Its columns sum to zero, so every configuration is neutral. Since ⟨s_k s_l⟩ = σ²δ_kl and L is symmetric,

⟨Q_iQ_j⟩ = λ²σ² Σ_k L_ik L_jk = λ²σ² (L²)_ij.

Write L = 12·1 − A, where A_ij = 1 for nearest neighbours and 0 otherwise. Then L² = 144·1 − 24A + A², and (A²)_ij is the number of neighbours that i and j share. On fcc, in units of half the cubic lattice constant, the nearest-neighbour vectors are (±1,±1,0) and permutations. Counting the ordered ways to add two of them gives:

- Same site: 12 ways, so L² = 144 + 12 = 156.
- Shell 1, (1,1,0), 12 sites at distance d: 4 ways, so L² = −24 + 4 = −20.
- Shell 2, (2,0,0), 6 sites at √2 d: 4 ways, so L² = 4.
- Shell 3, (2,1,1), 24 sites at √3 d: 2 ways, so L² = 2.
- Shell 4, (2,2,0), 12 sites at 2d: 1 way, so L² = 1.

Beyond shell 4 the correlation is zero. The energy is therefore a finite sum, with no question of convergence:

E_M/N = (λ²σ²/2d)[12(−20) + 6·4/√2 + 24·2/√3 + 12·1/2]
= (λ²σ²/2d)(−240 + 16.97 + 27.71 + 6)
= −94.66 λ²σ²/d.

There is a simple picture behind this number. Each fluctuation s_i puts a charge 12λs_i on its own site and −λs_i on each neighbour, which makes a neutral cluster. The amplitudes s_i of different clusters are independent with zero mean, so their mutual energy averages to zero, but the energy inside each cluster remains. The 12 centre-neighbour pairs give −144. From any one neighbour, the other 11 lie at d (4 of them), √2 d (2), √3 d (4) and 2d (1), so the neighbour-neighbour pairs give

½·12·(4 + 2/√2 + 4/√3 + 1/2) = 49.34.

The sum is −94.66, as before.

The dilute limit agrees with this picture. For x → 0, σ² → 4x, and the energy per B atom is −378.6 λ²/d. An isolated B atom has charge 24λ and 12 neighbours of charge −2λ, which is the cluster above with all charges doubled and its energy multiplied by four.

**What a periodic supercell does**

With N sites at fixed composition, Σ_j s_j = 0 in every configuration. All pairs of different sites are equivalent under permutation, so each has covariance −σ²/(N − 1), or

⟨s_i s_j⟩ = σ² [N/(N − 1)] (δ_ij − 1/N).

For species-only charges, the interaction of a charge with its own periodic images leaves a false energy. To leading order in cell size it is

E_false/N ≈ ½ q²σ² ξ, with ξ = −2.837/ℓ

for a cubic cell of edge ℓ, where Ewald summation supplies the constant. So part of your suspicion is justified: this energy is an artefact, and it fades only as 1/ℓ.

Neighbour-counting charges behave differently. The constant 1/N in the covariance is removed by L, which leaves the factor N/(N − 1). The periodic potential of a unit charge in a neutralising background is

φ(r) = 1/r + ξ + 2πr²/(3ℓ³) + h₄ + h₆ + h₈ + …,

where h_l is a harmonic polynomial of degree l with cubic symmetry and a coefficient proportional to ℓ^−(l+1). The energy contains L² acting on φ. Expand L in derivatives: odd orders cancel by inversion, and the second-order term is proportional to ∇².

- L removes ξ and turns r² into a constant, which the second L removes.
- ∇² removes h₄, so L acts on it from fourth order and leaves a constant, which the second L removes.
- For h₆, the fourth-order term would leave a harmonic polynomial of degree 2 with cubic symmetry. The only cubic candidate is r², which is not harmonic, so this term vanishes. A constant remains, and the second L removes it.
- h₈ can leave a multiple of h₄, from which the second L makes a constant that survives.

Apart from the factor N/(N − 1), the error therefore falls as ℓ⁻⁹. Comparing Ewald energies for edges of 8 and 16 lattice constants gives a power of 9.06. The negative energy of these neighbour-counting charges thus survives in the infinite alloy.

**Why potential and charge lie on lines**

The potential at site i from all other sites is

V_i = Σ_{j≠i} Q_j/R_ij = λ Σ_j G_ij s_j, with G = ML and M_ij = 1/R_ij, M_ii = 0.

Written out, G is 12 times the inverse distance to site i, minus the sum of inverse distances from the 12 neighbours of j to site i, with any zero distance left out. For j = i the first part is absent, and G₀ = −12/d. For j in the first shell, one neighbour of j is site i itself and drops out. The other 11 lie at the distances listed for the cluster:

G₁ = (12 − 4 − 2/√2 − 4/√3 − 1/2)/d = 3.776/d.

Now fix the species of atom i and its number of unlike neighbours. This fixes s_i and Q_i, and through the charge law also the neighbour sum

Σ_k s_k = 12 s_i − Q_i/λ.

All sites further out remain independent with zero mean. Hence

⟨V_i | s_i, Q_i⟩ = λ[G₀ s_i + G₁(12 s_i − Q_i/λ)]
= λ(G₀ + 12G₁) s_i − G₁Q_i.

These are two parallel lines, one for each species, with slope −G₁. In this charge model the linear law holds for the conditional mean; individual atoms scatter about it because G does not vanish beyond the first shell.

The scatter is small because 1/r is harmonic away from its origin. The lattice operator L starts with ∇², which gives zero on 1/r, and the next term falls as 1/R⁵. For a second-shell site the direct evaluation is

G₂ = (12/√2 − 4 − 4/√3 − 4/√5)/d = 0.387/d,

a tenth of G₁.

**When the law is strictly linear**

A second model lets the charges find their own equilibrium. Let each atom have a preferred charge b s_i and a stiffness a, and minimise

F = Σ_i [(a/2)(Q_i − b s_i)² + ½Q_iV_i] − μ Σ_i Q_i,

where μ fixes the total charge at zero. The electrostatic term is a symmetric quadratic form, so its derivative with respect to Q_i is V_i, and

a(Q_i − b s_i) + V_i − μ = 0, or V_i = −aQ_i + ab s_i + μ.

Now every atom lies on its line. The slope is the atomic stiffness, whereas in the counting model it was set by geometry. If the two species had different stiffnesses, the lines would have different slopes.

The energy is again nonzero. Let M_k = Σ_{j≠0} exp(ik·R_j)/R_j. For k ≠ 0 the equilibrium condition becomes (a + M_k)Q_k = ab s_k, and random occupation gives ⟨|s_k|²⟩ = σ² with s_k = N^(−1/2) Σ_j s_j exp(−ik·R_j). Thus

E_M/N = ½b²σ² ⟨M_k w_k⟩, with w_k = a²/(a + M_k)²,

where the outer average runs over the Brillouin zone. The average of M_k is its on-site element, which is zero, so ⟨M_k w_k⟩ = ⟨M_k(w_k − 1)⟩. Stability requires a + M_k > 0. Then w_k < 1 where M_k > 0 and w_k > 1 where M_k < 0, so the product is negative wherever M_k ≠ 0, and E_M < 0. For a → ∞ at fixed b, w_k → 1: the charges depend on species alone and the energy returns to zero.

The Madelung energy overstates the net gain, because moving charges away from their preferred values costs energy. From Q_k − b s_k = −b s_k M_k/(a + M_k), the on-site cost is ½b²σ²⟨aM_k²/(a + M_k)²⟩. Adding it gives

E_total/N = ½b²σ² ⟨aM_k/(a + M_k)⟩ = −½b²σ² ⟨M_k²/(a + M_k)⟩ < 0,

where the last step uses aM/(a + M) = M − M²/(a + M) and ⟨M_k⟩ = 0.

**Numbers for one alloy**

Take a lattice constant of 0.38 nm, so d = 0.2687 nm, with x = 0.25 and σ² = 0.75. Let each unlike neighbour contribute 0.01 e, so λ = 0.005 e. A charge e at distance d produces 5.359 V. The rms charge is λ√(156σ²) = 0.054 e, and

E_M/N = −94.66 × 0.75 × (0.005)² × 5.359 eV = −9.5 meV per atom,

or −3.5 × 10⁻⁴ hartree. In units of λ²/d this is −70.99, and the factor N/(N − 1) makes it −71.27 for 256 sites. Counting neighbours in 4000 random cells of that size and summing by Ewald's method gives −71.26 ± 0.08.

For comparison, the ordered L1₂ structure at the same composition and λ has charges of +0.12 e on B and −0.04 e on A. Its Ewald energy is −20.5 meV per atom, so the random alloy retains 46% of the ordered value.

Species-only charges with the same rms value, in the same 256-site cell of edge 4√2 d, would show, to leading order in cell size, a false energy of about

½ × (0.0541)² × (−2.837/5.657) × 5.359 eV = −3.9 meV per atom.

Keeping the −1/N term and the factor N/(N − 1) in the covariance gives −3.85 meV for this cell. A negative energy in one small cell is therefore no proof of a real effect. Its dependence on cell size tells the two cases apart.

The predicted slope of V against Q is −3.776 × 5.359 = −20.2 V/e. The rms scatter about the lines, λσ(Σ G²)^½ over all sites beyond the first shell, is 22 mV. Within one species the line accounts for 99.5% of the variance of V.

For the equilibrium model I chose a = 20 V/e, deliberately close to that slope, and b = 0.044 e, which gives the same rms charge. Averaging over the wave vectors of the 256-site cell gives a Madelung energy of −9.5 meV, an on-site cost of +4.2 meV and a total of −5.3 meV per atom. In random cells the first-shell count then accounts for 99% of the charge variance within each species. At this stiffness the equilibrated charge within one species is therefore close to a linear function of the number of unlike neighbours.

**How this relates to a real alloy**

The lattice constant is close to that of copper-gold alloys, but the charges are chosen for illustration. In a real alloy they depend on how space is divided between atoms, so λ is not a unique material constant, and the energy scales as λ². Three assumptions can be examined within the models:

- The on-site cost cancels 44% of the Madelung energy in the equilibrium model, so −9.5 meV must not be read as a mixing energy.
- Real alloys are not perfectly random. A Metropolis simulation of the equilibrium model at 1000 K, swapping atoms at fixed composition, deepens the Madelung energy from −9.5 to −10.3 meV. It includes electrostatic and on-site energies alone; chemical and elastic interactions can produce stronger order.
- Atoms of different size distort the lattice. Make first-shell B–B bonds longer than A–A bonds by 4% of d, with A–B bonds midway between them and the mean bond length kept at d (at x = 0.25: B–B +3%, A–B +1%, A–A −1%), and hold the charges and all longer distances fixed. This raises the counting-model energy at x = 0.25 by about 0.15 meV, or 1.6%; at x = 0.75 the same rule lowers it by a similar amount. The sign depends on how the change is shared among the bond types: lengthening the B–B bonds alone by 4% lowers the energy at x = 0.25 by about 0.5 meV. In a real lattice the other distances and the charges change too, so this is not the effect of a full relaxation.

Atomic dipoles and higher multipoles, and the band energy, are outside both models. The numbers therefore illustrate the point-charge part for the chosen λ and are not predictions of a formation energy.
